\section*{Newton Solution of a Degenerate Schottky Barrier and the Depletion Error}

\section{Definitions and conventions}

An n-type semiconductor fills $x>0$ and touches a metal at $x=0$. The donor density $N$ is uniform and every donor is ionized. The system is in equilibrium, so the Fermi energy $E_F$ is constant. The conduction-band edge is $E_C(x)$, and its bulk value is $E_C^{b}$. The barrier $\phi_B=E_C(0)-E_F$ is a given energy, $q>0$ is the elementary charge and $\varepsilon$ the permittivity. Holes are neglected. Energies are measured in units of $kT$:
\begin{equation}
u(x)=\frac{E_C(x)-E_C^{b}}{kT},\qquad \eta_b=\frac{E_F-E_C^{b}}{kT},\qquad u_s=u(0)=\frac{\phi_B}{kT}+\eta_b .
\end{equation}
The Fermi integrals are normalized as
\begin{equation}
F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty \frac{y^{j}\,dy}{1+e^{y-\eta}},\qquad F_j'=F_{j-1}.
\end{equation}
The derivative rule follows because $\partial/\partial\eta$ acts on the occupation as $-\partial/\partial y$; integration by parts then lowers the power of $y$ by one, and $\Gamma(j+1)=j\,\Gamma(j)$ absorbs the factor. This step needs $j>0$. The integral for $j=-\tfrac32$ diverges, so $F_{-3/2}$ is defined as the derivative $F_{-1/2}'$.

Electrons are treated locally: at each point they fill parabolic bands whose bottom is $E_C(x)$. For one ellipsoidal valley with two spins, put $k_i=s_i\sqrt{2m_ikT}/\hbar$ in $2\int d^3k/(2\pi)^3$ and then $y=s^2$. The density becomes $2(m_dkT/2\pi\hbar^2)^{3/2}F_{1/2}$, with $m_d=(m_1m_2m_3)^{1/3}$. Silicon has six such valleys, so
\begin{equation}
n=N_C F_{1/2}(\eta_b-u),\qquad N_C=12\left(\frac{m_d kT}{2\pi\hbar^2}\right)^{3/2},\qquad N=N_CF_{1/2}(\eta_b).
\end{equation}
The last relation is bulk neutrality and fixes $\eta_b$.

The electrostatic potential $\varphi$ obeys $\varphi''=-q(N-n)/\varepsilon$, and $E_C=-q\varphi+\text{const}$. Hence $E_C''=q^2(N-n)/\varepsilon$, or
\begin{equation}
L_D^2u''=1-f(\eta_b-u),\quad f(\eta)=\frac{F_{1/2}(\eta)}{F_{1/2}(\eta_b)},\quad L_D^2=\frac{\varepsilon kT}{q^2N},
\label{eq:poisson}
\end{equation}
with $u(0)=u_s$ and $u(\infty)=0$. Only a depleted contact, $u_s>0$, is treated. Positive donor charge curves the band edge upward.

\section{One unknown, by hand}

At zero temperature the density follows a simple power. With $\zeta=E_F-E_C^{b}$ and $w=(E_C-E_C^{b})/\zeta$, the electrons have kinetic room $\zeta(1-w)$, so $n/N=(1-w)^{3/2}$ for $w<1$ and $n=0$ for $w\ge1$. Poisson's equation is $\ell^2w''=1-n/N$ with $\ell^2=\varepsilon\zeta/(q^2N)$.

Take three grid points with spacing $\ell$. The outer values are $19/8$ at the metal and $0$ in the bulk; the middle value $w$ is unknown. Replacing $w''$ by the second difference gives
\begin{equation}
R(w)=-\left(\tfrac{19}{8}-2w+0\right)+1-(1-w)^{3/2}=0 .
\end{equation}
The surface value was chosen to make the answer $w=3/4$: then $-\tfrac{19}{8}+\tfrac32+1-\tfrac18=0$.

Newton's method replaces $R$ by its tangent and moves to the tangent's zero, $w\to w-R/R'$, where $R'=2+\tfrac32(1-w)^{1/2}$. From $w=0$,
\begin{align}
R&=-2.375, & R'&=3.5, & w&\to0.67857,\\
R&=-0.20009, & R'&=2.85042, & w&\to0.74877,\\
R&=-0.00339, & R'&=2.75185, & w&\to0.75000 .
\end{align}
The iterates rise towards the answer and do not cross it. Now start too high, at $w=2$. No electrons are present there, so $R=-2.375+4+1=2.625$, $R'=2$, and the step gives $w=0.6875$. One step has carried the iterate from above the answer to below it, and from there it rises.

The value $0.6875=11/16$ has a second meaning. It solves $-(19/8-2w)+1=0$, the equation with electrons left out. That is the depletion approximation on this grid, and it puts the band edge below the true $0.75$. Both features, the rise from below and the sign of the depletion error, carry over to the full problem \eqref{eq:poisson}, as shown below. Both rest on the neglect of holes. With a barrier high enough to invert the surface, the hole charge can pull the band edge below the depletion parabola.

\section{The method on a full grid}

Let $x_i=ih$ for $i=0,\dots,M$, with $u_0=u_s$ and $u_M=0$. The equations at the interior points are
\begin{equation}
R_i(u)=-c\,(u_{i+1}-2u_i+u_{i-1})+1-f(\eta_b-u_i)=0,\qquad c=\frac{L_D^2}{h^2}.
\end{equation}
The Jacobian $J$ has off-diagonal elements $-c$ and diagonal elements $b_i=2c+D_i$, where
\begin{equation}
D_i=f'(\eta_b-u_i)=\frac{F_{-1/2}(\eta_b-u_i)}{F_{1/2}(\eta_b)}>0 .
\end{equation}
The sign is positive because raising $u$ lowers the electron density. Each Newton step solves $J\Delta=-R$ and adds $\Delta$ to $u$. With $r_i=-R_i$, elimination runs forward from $\tilde b_1=b_1$, $\tilde r_1=r_1$,
\begin{equation}
\tilde b_i=b_i-\frac{c^2}{\tilde b_{i-1}},\qquad \tilde r_i=r_i+\frac{c\,\tilde r_{i-1}}{\tilde b_{i-1}},
\end{equation}
and then back from $\Delta_{M-1}=\tilde r_{M-1}/\tilde b_{M-1}$ with $\Delta_i=(\tilde r_i+c\Delta_{i+1})/\tilde b_i$. If $\tilde b_{i-1}>c$, then $\tilde b_i>2c-c=c$, so no pivot vanishes.

The Fermi integrals are needed at every point. With $y=t^2$,
\begin{equation}
F_j(\eta)=\frac{2}{\Gamma(j+1)}\int_0^\infty\frac{t^{2j+1}\,dt}{1+e^{t^2-\eta}} .
\end{equation}
For $j=-\tfrac12,\tfrac12,\tfrac32$ the integrand is even in $t$ and smooth. Its nearest poles lie at $t^2=\eta\pm i\pi$, a distance $d=\operatorname{Im}\sqrt{\eta+i\pi}$ from the real axis. The trapezoid rule with step $\tau$ then has an error that falls as $e^{-2\pi d/\tau}$, so a modest number of points suffices.

\subsection{Why no damping is needed}

\emph{Positivity.} If $Jv\ge0$ in every component, then $v\ge0$. Suppose instead that the smallest component $v_m$ is negative, with $v_0=v_M=0$ at the ends. Then $c(2v_m-v_{m-1}-v_{m+1})\le0$ and $D_mv_m<0$, so $(Jv)_m<0$, a contradiction. The argument uses nothing about $D$ except its positivity.

\emph{Comparison.} For two grid functions with the same end values, the mean-value theorem gives $R(v)-R(u)=\tilde J(v-u)$, where $\tilde J$ has the form of $J$ with positive $\tilde D_i$ taken at intermediate points. So $R(u)\le R(v)$ implies $u\le v$. Two solutions must therefore coincide.

\emph{Concavity.} Differentiating the occupation $g=1/(1+e^{y-\eta})$ gives $g(1-g)$, which lies between $0$ and $g$. Hence $0<F_{-3/2}\le F_{-1/2}$, that is, $0<f''\le f'$. Since $f$ is convex, $R$ is concave and lies below its tangent:
\begin{equation}
R(u^{k+1})\le R(u^k)+J(u^k)(u^{k+1}-u^k)=0 .
\end{equation}
From the first step on, $R\le0$. The next update solves $J\Delta=-R\ge0$, so $\Delta\ge0$ and the iterates rise. They are bounded: the function equal to $u_s$ at all interior points has $R\ge0$, so by comparison it lies above them. A rising bounded sequence converges, its updates tend to zero, and so does $R=-J\Delta$. The limit is the solution $u^*$, whatever the start.

\emph{Speed.} Let $e^k=u^*-u^k\ge0$ and $E=\max_ie^k_i$. Taylor's formula for $R(u^*)=0$ gives
\begin{equation}
0=R_i(u^k)+(Je^k)_i-\tfrac12f''(\eta_b-\xi_i)(e_i^k)^2,\qquad u_i^k\le\xi_i\le u_i^*.
\end{equation}
Since $e^{k+1}=e^k+J^{-1}R(u^k)$, this says $(Je^{k+1})_i=\tfrac12f''(\eta_b-\xi_i)(e^k_i)^2$. Now $f''\le f'$, and $f'$ increases with its argument, so the right side is at most $\tfrac12D_iE^2$. The constant vector $\tfrac12E^2$ satisfies $J(\tfrac12E^2)\ge\tfrac12D_iE^2$. By positivity,
\begin{equation}
\max_i e_i^{k+1}\le\tfrac12\left(\max_i e_i^k\right)^2 .
\end{equation}
Once the error is well below $kT$, the number of correct digits roughly doubles per step. The concavity comes from having electrons as the only mobile charge. A hole density adds a term to $R$ that is convex in $u$, and the iterates then need not rise after the first step. These statements concern the grid equations in exact arithmetic; replacing $u''$ by the second difference adds an error of order $h^2$.

\section{What the depletion approximation gets wrong}

Multiply \eqref{eq:poisson} by $u'$ and integrate from the bulk, where $u=u'=0$:
\begin{equation}
\tfrac12L_D^2u'^2=G(u)=\int_0^u[1-f(\eta_b-v)]\,dv
=u-\frac{F_{3/2}(\eta_b)-F_{3/2}(\eta_b-u)}{F_{1/2}(\eta_b)} .
\label{eq:first}
\end{equation}
The integrand is positive for $v>0$, so $u$ falls steadily from the metal into the bulk.

The depletion approximation sets $f=0$ up to an edge $W$ and assumes neutrality beyond. With $u_d(W)=u_d'(W)=0$,
\begin{equation}
u_d=u_s\left(1-\frac xW\right)^2\ (x<W),\qquad u_d=0\ (x\ge W),\qquad W=L_D\sqrt{2u_s}.
\end{equation}
For $x<W$ the difference $d=u-u_d$ obeys $L_D^2d''=-f<0$. It is concave, zero at the metal and equal to $u(W)>0$ at the edge, so it is positive between them. Since $d'(W)=u'(W)<0$, and beyond $W$ the difference is $u$ itself and falls, the largest error lies inside the depletion width. The true barrier is thicker because electrons spill into the region assumed empty and cancel part of the donor charge.

At the surface \eqref{eq:first} gives
\begin{equation}
u'(0)=-\frac{\sqrt{2(u_s-\delta)}}{L_D},\qquad \delta=\frac{F_{3/2}(\eta_b)-F_{3/2}(\eta_b-u_s)}{F_{1/2}(\eta_b)} .
\end{equation}
The energy $\delta kT$ is the drop in electron pressure from bulk to surface, divided by $N$. For a dilute gas and a high barrier, $F_j\to e^\eta$ and $\delta\to1$. For strong degeneracy, $F_j\to\eta^{j+1}/\Gamma(j+2)$ and $\delta\to2\eta_b/5$.

A parabola with curvature $1/L_D^2$ and the true surface slope is $u_s+u'(0)x+x^2/(2L_D^2)$. Completing the square,
\begin{equation}
u_p=\delta+(u_s-\delta)\left(1-\frac{x}{W'}\right)^2,\qquad W'=L_D\sqrt{2(u_s-\delta)} .
\end{equation}
Since $u-u_p$ starts with zero value and slope and has negative curvature, $u<u_p$ for $x>0$. The true barrier lies between the two parabolas.

\section{Silicon doped $10^{20}\,\mathrm{cm^{-3}}$}

The inputs are rough typical ones for a silicided source or drain contact: $\phi_B=0.60$ eV, relative permittivity 11.7, valley masses $0.92$ and $0.19\,m_e$, and $T=300$ K. They give $kT=25.85$ meV, $L_D=0.4088$ nm and $N_C=2.744\times10^{19}\,\mathrm{cm^{-3}}$. Solving $F_{1/2}(\eta_b)=10/2.744$ numerically gives $\eta_b=2.522$, so the bulk Fermi level is 65.2 meV above the band edge. Then
\begin{align}
u_s&=\frac{600}{25.85}+2.522=25.73,\\
W&=0.4088\sqrt{2(25.73)}=2.93\ \text{nm}.
\end{align}

The grid has spacing 0.01 nm and ends at 12 nm. Started from the depletion parabola, the largest updates in units of $kT$ are $1.1$, $0.15$, $2.7\times10^{-3}$, $8.1\times10^{-7}$ and $1.1\times10^{-13}$. Starting from zero takes seven steps. Starting from $u_s$ everywhere inside takes ten, the first of them a move of about $120\,kT$. Band edges relative to $E_F$ are:

\begin{center}
\begin{tabular}{cccc}
$x$ (nm) & Newton (eV) & depletion (eV) & difference (meV)\\
0.5 & 0.400 & 0.393 & 7.2\\
1.0 & 0.238 & 0.224 & 14.4\\
1.5 & 0.115 & 0.094 & 21.6\\
2.0 & 0.031 & 0.002 & 28.4\\
2.5 & $-0.019$ & $-0.051$ & 31.6\\
3.0 & $-0.044$ & $-0.065$ & 21.0\\
4.0 & $-0.061$ & $-0.065$ & 4.1
\end{tabular}
\end{center}

The largest error is 31.7 meV at 2.43 nm. That is 4.8\% of the total bending of 0.665 eV, but about half of the bulk Fermi energy. The error first grows linearly because the region near the metal holds almost no electrons: both curves have the same curvature there and differ in slope. The surface fields are 4.392 MV/cm (true) and 4.536 MV/cm (depletion). Their difference, 0.144 MV/cm, over 0.5 nm gives 7.2 meV, as in the table.

Here $\delta=1.605$, or 41.5 meV. The dilute limit would give 1 and the strongly degenerate one $0.4\times2.522=1.01$; neither serves at this doping. With the full $\delta$, $W'=2.84$ nm, and the upper parabola errs by at most 1.5 meV where $E_C>E_F$, against 31.0 meV for the depletion parabola.

\subsection{Consequence for tunnelling}

The depletion barrier meets $E_F$ where $u_d=\eta_b$:
\begin{equation}
x_F=W\left(1-\sqrt{\eta_b/u_s}\right)=2.933\,(1-0.313)=2.01\ \text{nm}.
\end{equation}
The true width is 2.27 nm, so depletion makes the barrier 11\% too thin. The upper parabola gives 2.29 nm.

The semiclassical tunnelling exponent at $E_F$ is $S=2\int\kappa\,dx$, with $\hbar\kappa=\sqrt{2m(E_C-E_F)}$. For the depletion parabola put $t=1-x/W$ and $a^2=\eta_b/u_s$:
\begin{align}
S_d&=\frac{2W\sqrt{2mkTu_s}}{\hbar}\int_a^1\sqrt{t^2-a^2}\,dt\nonumber\\
&=\frac{W\sqrt{2mkTu_s}}{\hbar}\left[\sqrt{1-a^2}-a^2\operatorname{arcosh}\frac1a\right].
\end{align}
For $m=0.19\,m_e$ the prefactor is 5.34 and the bracket 0.770, so $S_d=4.12$. For the true barrier, \eqref{eq:first} supplies $dx=-L_D\,du/\sqrt{2G}$, and numerical quadrature over $u$ gives $S=4.46$. The depletion shape overstates $e^{-S}$ by $e^{0.347}=1.41$. This compares exponential factors; it is not a computed contact resistance.

\subsection{Other dopings and a hotter contact}

With $\phi_B$, the masses and full ionization held fixed at 300 K, the largest error is 19.5, 20.9 and 31.7 meV at $10^{18}$, $10^{19}$ and $10^{20}\,\mathrm{cm^{-3}}$. The pressure term $\delta kT$ is 26.0, 27.5 and 41.5 meV. At $10^{20}\,\mathrm{cm^{-3}}$ and 400 K the two are 35.7 and 48.3 meV. In these four cases the error is 0.74 to 0.76 of the pressure term.

\section{How far a real contact departs from the model}

The depletion error is measured within a continuum model, and at this doping several omitted effects are as large or larger. Adding the image energy $-q^2/(16\pi\varepsilon x)$ to the computed band edge, without solving again, lowers the barrier top by 0.23 eV and reduces $S$ from 4.46 to 3.70. This outweighs the shape correction and has the opposite sign. It is itself rough, since a bulk permittivity is used within a nanometre of the metal.

Donors are discrete. A cube of side $W$ holds 2.5 of them on average, and the length $N^{-1/3}=2.15$ nm sets the scale of their spacing. The bare Coulomb energy of one donor charge at that distance is $q^2/(4\pi\varepsilon r)=57$ meV. The nearby metal and the mobile electrons screen much of it, so this is not the actual shift from one donor. But with so few donors in the barrier, their random positions can matter. The smooth profile is at best an average over the contact area, and since $e^{-S}$ is nonlinear, the average current need not follow the average barrier.

Exchange lowers the bulk band bottom. For spherical valleys at zero temperature the shift is
\begin{equation}
\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac{q^2}{\varepsilon k^2}=\frac{q^2k_F}{2\pi^2\varepsilon}=62\ \text{meV},\qquad k_F=\left(\frac{3\pi^2N}{6}\right)^{1/3}.
\end{equation}
At 300 K this band-bottom shift is about 54 meV. The barrier feels the shift of the chemical potential at fixed density, which is half as large, about 27 meV. It fades where electrons are absent, and so changes the barrier shape too: taken as a local potential, it raises the band edge relative to $E_F$ by up to about 10 meV and raises $S$ by about 0.1.

The local density rule ignores the electron's wavelength. To size this, the Schr\"odinger equation was solved on a grid for the computed barrier on a (100) face, with a hard wall at the metal; its subbands were filled according to the Fermi-Dirac distribution at 300 K, and the change in density was converted to a band shift by the linearized Poisson equation. The largest shift is about $-9$ meV, near 3.2 nm; iterating the two equations to self-consistency deepens it to about $-11$ meV and lowers $S$ by only 0.05. The hard wall excludes electron waves that penetrate from the metal, so this is an estimate.

The mass matters as well. On a (100) face four valleys present the mass $0.19\,m_e$ to the barrier and two present $0.92\,m_e$. For the latter $S$ grows by $\sqrt{0.92/0.19}$ to 9.8, so the light-mass valleys have by far the larger exponential factor. A constant mass is itself doubtful here, because the barrier top puts the electron 0.6 eV below the band edge, more than halfway into the gap. A rough nonparabolic correction replaces $E=E_C-E_F$ in $\kappa$ by $E(1-\alpha E)$. With the typical value $\alpha=0.5\ \mathrm{eV^{-1}}$ it lowers $S$ for the light mass by about 0.4, which is as large as the shape correction and opposite in sign. Holes can be left out: with a gap of 1.12 eV, the valence edge at the metal lies 0.52 eV below $E_F$, and the Boltzmann factor is $2\times10^{-9}$.
